# Ewald Summation of Periodic Dipole Fields and the Shape-Dependent Surface Term

## 1. Two samples, two different fields

Take a sphere and a thin slab cut from the same insulating crystal, with the same frozen dipole in every cell. The nearby dipoles around an interior site are arranged identically, yet the field there differs, however large both samples are. In a point-dipole model of an interlayer dielectric, the local field affects how density enters the dielectric constant, so a lattice sum must say which field it gives.

Write each point dipole as $\mathbf p_j=e\mathbf d_j$, with $\mathbf d_j$ a length. In Rydberg units $e^2=2$ Ry bohr. The field is quoted as $\mathbf F=e\mathbf E$, in Ry/bohr:

$$\mathbf F_i=e^2\sum_j \mathsf T_{ij}\mathbf d_j,\qquad \mathsf T(\mathbf x)=\nabla\nabla\frac1x=\frac{3\mathbf x\mathbf x-x^2\mathsf 1}{x^5}.$$

Here $j$ runs over the sites of one cell of volume $V$, and $\mathsf T_{ij}$ is the sum of $\mathsf T(\mathbf r+\mathbf n)$ over lattice vectors $\mathbf n$, with $\mathbf r=\mathbf r_i-\mathbf r_j$. A dipole does not act on itself, so $\mathbf n=0$ is omitted when $i=j$.

The terms fall as $x^{-3}$, while the number in a shell of fixed thickness grows as $x^2$. The sum of absolute values diverges logarithmically; a limit rests on angular cancellation and depends on the shape of the growing region. We sum over a region $RS$ of fixed shape $S$ around the field site and let $R\to\infty$. The result to be derived is

$$\boxed{\mathsf T^S_{ij}=\mathsf T^{\rm tf}_{ij}-\frac{4\pi}{V}\mathsf L_S,\qquad \mathsf L_S=\frac1{4\pi}\oint_S\frac{\hat{\mathbf n}\,\mathbf x}{x^3}\,dS}$$

with $\mathsf T^{\rm tf}$ independent of shape. The label means "tin-foil": conducting surroundings that remove the macroscopic field.

## 2. Splitting the kernel

For any $\eta>0$ write $1/x=u(x)+g(x)$, with

$$u=\frac{\operatorname{erfc}(\eta x)}x,\qquad g=\frac{\operatorname{erf}(\eta x)}x .$$

**Short-range part.** A radial function has Hessian $\nabla\nabla u=(u'/x)\mathsf 1+(u''-u'/x)\,\mathbf x\mathbf x/x^2$. Differentiation gives

$$u'=-\frac{\operatorname{erfc}(\eta x)}{x^2}-\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2x^2}}x,$$

$$u''=\frac{2\operatorname{erfc}(\eta x)}{x^3}+\frac{2\eta}{\sqrt\pi}e^{-\eta^2x^2}\left(\frac2{x^2}+2\eta^2\right).$$

Hence $\nabla\nabla u=C\,\mathbf x\mathbf x-B\,\mathsf 1$, where

$$B=\frac{\operatorname{erfc}(\eta x)}{x^3}+\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2x^2}}{x^2},$$

$$C=\frac{3\operatorname{erfc}(\eta x)}{x^5}+\frac{2\eta}{\sqrt\pi}\left(2\eta^2+\frac3{x^2}\right)\frac{e^{-\eta^2x^2}}{x^2}.$$

This sum converges absolutely, so it has no shape dependence.

**Self term.** The long-range tensor $\mathsf G=\nabla\nabla g$ is smooth at the origin. It is convenient to sum it over all $\mathbf n$, including a dipole's own site, and then subtract that contribution. From

$$g=\frac{2\eta}{\sqrt\pi}\left(1-\frac{\eta^2x^2}3+\cdots\right),\qquad \mathsf G(0)=-\frac{4\eta^3}{3\sqrt\pi}\mathsf 1,$$

subtraction adds $+4\eta^3/(3\sqrt\pi)\,\mathsf 1$ when $i=j$.

## 3. Isolating the surface term

What remains is the sum of $\mathsf G$ over the finite region. Centre a unit cell $\Omega_{\mathbf n}$ on each point $\mathbf x_{\mathbf n}=\mathbf r+\mathbf n$ and write

$$\sum_{\mathbf n}\mathsf G(\mathbf x_{\mathbf n})=\sum_{\mathbf n}\mathsf h(\mathbf x_{\mathbf n})+\frac1V\int_{\cup\Omega_{\mathbf n}}\mathsf G\,d^3x,$$

where $\mathsf h$ is $\mathsf G$ minus its average over a cell centred at the same point.

**The shape-independent piece.** In the Taylor expansion of the cell average the linear term vanishes by centring. Thus $\mathsf h$ involves second derivatives of a tensor that falls as $x^{-3}$, and decays as $x^{-5}$. Its lattice sum converges absolutely, and Poisson summation gives

$$\sum_{\mathbf n}\mathsf h(\mathbf r+\mathbf n)=\frac1V\sum_{\mathbf k}\hat{\mathsf h}(\mathbf k)e^{i\mathbf k\cdot\mathbf r},\qquad \hat{\mathsf h}=\hat{\mathsf G}\left[1-\frac1V\int_{\Omega}e^{-i\mathbf k\cdot\mathbf y}d^3y\right],$$

with $\mathbf k$ a reciprocal vector and $\Omega$ a cell centred at the origin. For $\mathbf k\neq0$ the cell integral is zero, so $\hat{\mathsf h}=\hat{\mathsf G}$. Near $\mathbf k=0$ the bracket is $O(k^2)$ and $\hat{\mathsf G}$ is bounded, so $\hat{\mathsf h}(0)=0$. The omission of $\mathbf k=0$ is therefore derived, not chosen.

The function $g$ is the potential of a unit Gaussian charge whose transform is $e^{-k^2/4\eta^2}$. Poisson's equation gives $\hat g=4\pi e^{-k^2/4\eta^2}/k^2$, and two gradients multiply it by $-\mathbf k\mathbf k$. Pairing $\pm\mathbf k$ turns the exponential into a cosine. Altogether

$$\begin{aligned}\mathsf T^{\rm tf}_{ij}={}&{\sum_{\mathbf n}}'\left(C\,\mathbf x_{\mathbf n}\mathbf x_{\mathbf n}-B\,\mathsf 1\right)-\frac{4\pi}V\sum_{\mathbf k\ne0}\frac{\mathbf k\mathbf k}{k^2}e^{-k^2/4\eta^2}\cos(\mathbf k\cdot\mathbf r)\\&+\frac{4\eta^3}{3\sqrt\pi}\delta_{ij}\mathsf 1 .\end{aligned}$$

**The shape-dependent piece.** The union of cells differs from $RS$ by a boundary layer of volume $O(R^2)$, in which $\mathsf G=O(R^{-3})$. The error is $O(1/R)$. The divergence theorem then gives

$$\frac1V\int_{RS}\nabla\nabla g\,d^3x=\frac1V\oint\hat{\mathbf n}\,\nabla g\,dS\;\longrightarrow\;-\frac1V\oint\frac{\hat{\mathbf n}\,\mathbf x}{x^3}dS=-\frac{4\pi}V\mathsf L_S,$$

because $g\to1/x$ on the distant surface. The last integral is unchanged by rescaling, so it survives as $R\to\infty$. The fixed offset $\mathbf r$ becomes negligible relative to $R$, which makes the term the same for every pair of sites. Measuring $\mathbf x$ from source to field point or the reverse changes the signs of both $\hat{\mathbf n}$ and $\mathbf x$, and leaves $\mathsf L_S$ unchanged.

Summing over the sources, with $\mathbf D=\sum_j\mathbf d_j$,

$$\mathbf F_i^S=\mathbf F_i^{\rm tf}-e^2\frac{4\pi}V\mathsf L_S\mathbf D .$$

If $\mathbf D=0$ the shape dependence disappears, although the local fields need not vanish.

**A trace check.** The integrand of $\operatorname{tr}\mathsf L_S$ is an element of solid angle divided by $4\pi$, so the trace is 1. Every bare term is traceless, hence $\operatorname{tr}\mathsf T^S_{ij}=0$ and

$$\operatorname{tr}\mathsf T^{\rm tf}_{ij}=\frac{4\pi}V .$$

For one site per cell with cubic symmetry, $\mathsf T^{\rm tf}=(4\pi/3V)\mathsf 1$, the Lorentz local field. For a sphere, $\mathsf L=\mathsf 1/3$ cancels it.

## 4. Why the splitting parameter drops out

The balance can be followed term by term. Since $\partial_\eta u=-(2/\sqrt\pi)e^{-\eta^2x^2}$, the real-space sum changes at the rate

$$-\frac2{\sqrt\pi}{\sum_{\mathbf n}}'\nabla\nabla e^{-\eta^2x_{\mathbf n}^2}.$$

For $i=j$ the missing origin term would be $-(2/\sqrt\pi)(-2\eta^2)\mathsf 1=(4\eta^2/\sqrt\pi)\mathsf 1$. This is the derivative of the self term, which therefore completes the lattice sum. The Gaussian has transform $(\pi/\eta^2)^{3/2}e^{-k^2/4\eta^2}$, so Poisson summation turns the completed sum into

$$+\frac{2\pi}{V\eta^3}\sum_{\mathbf k\neq0}\mathbf k\mathbf k\,e^{-k^2/4\eta^2}\cos(\mathbf k\cdot\mathbf r),$$

where $\mathbf k=0$ drops out because of the factor $\mathbf k\mathbf k$. In the reciprocal part, $\partial_\eta e^{-k^2/4\eta^2}=(k^2/2\eta^3)e^{-k^2/4\eta^2}$ produces the same expression with a minus sign. The sum is zero.

This check has a blind spot. The surface term contains no $\eta$, so a result with the wrong boundary condition is just as independent of $\eta$ as the right one. The surface term needs a separate test against direct summation.

## 5. Algorithm and truncation error

1. Choose $\eta$ and a dimensionless cutoff $s$; set $r_c=s/\eta$ and $k_c=2\eta s$.
2. Add the real-space terms with $x<r_c$, the reciprocal terms with $0<k<k_c$, and the self term if $i=j$.
3. Repeat with other values of $\eta$ at fixed $s$, and check the trace.
4. Subtract $(4\pi/V)\mathsf L_S$ if the field of a finite shape is wanted.

Both Gaussians equal $e^{-s^2}$ at their cutoffs. To estimate the neglected terms, replace the sums by integrals and ignore cancellation. At large $s$ the real-space tensor has magnitude about $(4\eta^3/\sqrt\pi)e^{-\eta^2x^2}$, and $\int_{r_c}^\infty x^2e^{-\eta^2x^2}dx\approx s\,e^{-s^2}/(2\eta^3)$. Therefore

$$\Delta_{\rm real}\sim\frac{4\pi}V\frac{2s}{\sqrt\pi}e^{-s^2}.$$

In reciprocal space the density of points is $V/(2\pi)^3$, and the substitution $k=2\eta t$ gives

$$\Delta_{\rm rec}\sim\frac2\pi\int_{k_c}^\infty k^2e^{-k^2/4\eta^2}dk\approx\frac{8\eta^3s}\pi e^{-s^2}.$$

These are estimates, not bounds. The numbers of terms are

$$N_{\rm real}\approx\frac{4\pi s^3}{3\eta^3V},\qquad N_{\rm rec}\approx\frac{4\pi s^3}3\frac{V\eta^3}{\pi^3}.$$

They are equal at $\eta=\sqrt\pi/V^{1/3}$, a reasonable choice when both kinds of term cost about the same.

## 6. A tetragonal example

The model cell has $a=8$ and $c=10$ bohr, so $V=640$ bohr³ and $4\pi/V=0.019635$ bohr⁻³. Two sites lie at $(0,0,0)$ and $(4,4,4)$ bohr, with $\mathbf d_1=(0.1,0,0.3)$ and $\mathbf d_2=(0,0.1,0.2)$ bohr. The parameters are round numbers and represent no particular material. The full numerical output follows the text.

The $zz$ elements of $\mathsf T^{\rm tf}$ are 0.00224406 bohr⁻³ between equivalent sites and 0.00927201 bohr⁻³ between different sites. There is no $xz$ or $yz$ element, by mirror symmetry, so

$$F_{1z}^{\rm tf}=2(0.00224406\times0.3+0.00927201\times0.2)=0.005055\ \text{Ry/bohr}.$$

Its parts depend strongly on $\eta$ (fields in Ry/bohr):

| $\eta$ (bohr⁻¹) | real | reciprocal | self | total |
|---|---|---|---|---|
| 0.15 | 0.003668 | −0.000136 | 0.001523 | 0.005055 |
| 0.25 | 0.001306 | −0.003304 | 0.007052 | 0.005055 |
| 0.60 | 0.000000 | −0.092437 | 0.097492 | 0.005055 |

With $s=6$, the largest spread of any field component at site 1 over four values of $\eta$ is $7.9\times10^{-16}$ Ry/bohr. Without the self term it is 0.096 Ry/bohr. At $\eta=0.60$ two numbers of magnitude 0.092 and 0.097 cancel to leave 0.005, so a large $\eta$ costs some relative precision. The balanced choice here is $\eta\approx0.21$ bohr⁻¹.

At $\eta=0.25$ bohr⁻¹ the sum of the two truncation estimates is about $0.062\,s\,e^{-s^2}$ bohr⁻³. It predicts $2.3\times10^{-3}$, $2.3\times10^{-5}$ and $2.8\times10^{-8}$ for $s=2,3,4$. The largest tensor errors found, relative to $s=6$, are $1.4\times10^{-3}$, $5.1\times10^{-6}$ and $1.5\times10^{-8}$ bohr⁻³. The estimate gives the scale and, in these cases, lies above the error.

## 7. Testing the surface term by direct sums

**Boxes.** At the centre of a box with half-sides $h_x,h_y,h_z$, only the two $z$ faces contribute to $L_{zz}$. For one quadrant of a face, the integral over $y$ gives

$$\int_0^{h_x}\frac{h_yh_z\,dx}{(x^2+h_z^2)\sqrt{x^2+h_y^2+h_z^2}}=\arctan\frac{h_xh_y}{h_z\sqrt{h_x^2+h_y^2+h_z^2}},$$

as differentiation with respect to $h_x$ confirms. Eight quadrants divided by $4\pi$ give $L_{zz}=(2/\pi)\arctan(\cdots)$.

A box of whole cells has no misassigned boundary layer. The $x^{-5}$ tail of $\mathsf h$ leaves an error $O(R^{-2})$. The offset $\mathbf r$ also enters at second order, since inversion symmetry removes the first. With $N$ cells along the short direction the error is thus $O(N^{-2})$, and tripling $N$ should divide it by 9. The measured ratio is 9.00. The leading error is removed by $(9S_{45}-S_{15})/8$, where $S_N$ is the direct sum.

For $3N\times3N\times N$ cells, $L_{zz}=0.649307$. The surface term predicts

$$0.0050552-2(0.01963495)(0.649307)(0.5)=-0.0076939\ \text{Ry/bohr},$$

and the extrapolated direct sum gives $-0.0076939$. For $N\times N\times3N$ cells both give $+0.0042248$ Ry/bohr. The sign of the field changes with the shape of the summation region.

**Spheroids.** On a surface, $\hat{\mathbf n}\cdot\mathbf x\,dS/x^3$ is the solid angle $d\Omega$. For an oblate spheroid with short-to-long axis ratio $q$ and $\epsilon^2=1-q^2$, the normal is proportional to $(q^2x,q^2y,z)$, and with $\mu=\cos\theta$

$$L_{zz}=\int_0^1\frac{\mu^2d\mu}{q^2+\epsilon^2\mu^2}=\frac1{\epsilon^2}\left[1-\frac q\epsilon\arcsin\epsilon\right].$$

This tends to $1/3$ for a sphere and to 1 for a slab; $q=1/2$ gives 0.5272. A smooth weight that depends only on the scaled spheroidal radius is a superposition of similar spheroids. All have the same $\mathsf L$, so the limit is unchanged while edge noise is suppressed. Such sums, for the sphere and the 2:1 spheroid, agree with the formula to $2.7\times10^{-9}$ of $4\pi/V$. For a triclinic cell, which has off-diagonal elements, the sum for one pair of different sites with the 2:1 spheroidal weight agrees with the formula within $10^{-5}$ of $4\pi/V$.

## 8. Fields, energies and their regime

The energy per cell of fixed dipoles is $U=-\tfrac12\sum_i\mathbf d_i\cdot\mathbf F_i$, the factor $\tfrac12$ counting each pair once. Inserting the surface field gives

$$U^S=U^{\rm tf}+e^2\frac{2\pi}V\,\mathbf D\cdot\mathsf L_S\mathbf D .$$

| Shape | $L_{zz}$ | $F_{1z}$ (Ry/bohr) | $U$ (Ry) |
|---|---|---|---|
| tin-foil | 0 | 0.00506 | −0.00158 |
| sphere | 0.3333 | −0.00149 | 0.00019 |
| oblate 2:1 | 0.5272 | −0.00530 | 0.00110 |
| slab | 1 | −0.01458 | 0.00333 |

Between tin-foil and slab, $F_{1z}/e$ changes from 1.30 to −3.75 V/nm. The difference, 5.05 V/nm, is the macroscopic field of the unscreened slab. It is several times the field of roughly 1 V/nm at which good insulating films break down, and the $z$ components of the macroscopic field for the sphere and the 2:1 spheroid, $L_{zz}\times5.05=1.68$ and $2.66$ V/nm, also exceed that value. The three finite-shape rows therefore illustrate the sum and do not describe fields that a real, unscreened dielectric would sustain. With the second dipole replaced by $-\mathbf d_1$, the tin-foil, sphere and spheroid values all equal −0.0042168 Ry/bohr, as $\mathbf D=0$ requires.

For a uniformly polarized ellipsoid, $-4\pi\mathsf L_S\mathbf P$ with $\mathbf P=e\mathbf D/V$ is the macroscopic depolarizing field, the same throughout the interior. For a box, $\mathsf L_S$ varies with position and the values above hold at the centre; the energy formula is then not a bulk average. The formulas also assume static point dipoles and a site far from the surface on the scale of the cell.

## 9. Local fields and density in a dielectric

Now let each site carry an induced dipole with polarizability volume $\alpha=20$ bohr³ instead of a fixed one. In an ellipsoid the macroscopic field $\mathbf F_{\rm mac}$ is uniform and includes the surface contribution, so the remaining lattice field is the tin-foil one:

$$\mathbf d_i=\alpha\left(\frac{\mathbf F_{\rm mac}}{e^2}+\sum_j\mathsf T^{\rm tf}_{ij}\mathbf d_j\right).$$

The two sites have equal polarizabilities and equivalent surroundings, so $\mathbf d_1=\mathbf d_2$. Along a principal axis, with $t=T^{\rm tf}_{11}+T^{\rm tf}_{12}$,

$$\varepsilon=1+\frac{8\pi/V}{1/\alpha-t}.$$

For $zz$, $t=0.011516$ bohr⁻³ and $\varepsilon_{zz}=1+0.039270/(0.05-0.011516)=2.020$. For $xx$, $t=0.013877$ bohr⁻³ gives 2.087. Clausius–Mossotti replaces $t$ by the isotropic value $8\pi/3V=0.013090$ bohr⁻³ and gives 2.064, between the two.

The response to the *applied* field does depend on shape, because $t$ is replaced by $t-(8\pi/V)L_{zz}$. The ratio $4\pi P_z/E_{\rm applied}$ is 0.761 for the sphere and 0.663 for the 2:1 spheroid. Converting each to the macroscopic field recovers the same $\varepsilon$ in the direct-sum test: shape alters the measured response, not the material constant.

If the crystal is expanded uniformly to 80% of its density at fixed $\alpha$, both $8\pi/V$ and $t$ fall by the factor 0.8. Then $\varepsilon_{xx}=1.808$ and $\varepsilon_{zz}=1.770$. The quantity $\varepsilon-1$ drops by about 26% and 25%, more than the 20% loss of density, because the local-field enhancement weakens too. As $t\to1/\alpha$ the linear model diverges and ceases to apply. Uniform expansion also differs from cutting pores, which would alter the surroundings of the remaining sites and require a new $\mathsf T^{\rm tf}$. In a real film, bonding and charge overlap can also change $\alpha$ with density, so these percentages describe the model and do not predict a particular material.

## Table of computed values

```
cell a, c = 8.0, 10.0 bohr; V = 640.0 bohr^3
site 2 at [4. 4. 4.] bohr; d1 = [0.1 0.  0.3] d2 = [0.  0.1 0.2] bohr
4 pi/V = 0.01963495 bohr^-3
T_tf same site xx, zz (bohr^-3): 0.00869545 0.00224406
T_tf cross site xx, zz (bohr^-3): 0.00518147 0.00927201
F_z at site 1 (Ry/bohr): eta (1/bohr), real, recip, self, total
  0.15 0.0036677407 -0.0001358142 0.0015233119 0.0050552383
  0.25 0.0013063764 -0.0033035079 0.0070523698 0.0050552383
  0.40 0.0000374010 -0.0238686693 0.0288865067 0.0050552383
  0.60 0.0000000081 -0.0924367299 0.0974919600 0.0050552383
spread over eta: 7.9e-16 Ry/bohr
spread without self term: 0.0960 Ry/bohr
triclinic tensor spread over eta: 1.2e-16 bohr^-3
cutoff s = 2: largest tensor error 1.4e-03 bohr^-3
cutoff s = 3: largest tensor error 5.1e-06 bohr^-3
cutoff s = 4: largest tensor error 1.5e-08 bohr^-3
box sums, F_z at site 1 (Ry/bohr): N=15, N=45, limit, formula
  flat: -0.0076926 -0.0076937 -0.0076939 -0.0076939
    L_zz = 0.649307, error ratio 9.00
  long: 0.0042250 0.0042248 0.0042248 0.0042248
    L_zz = 0.042296, error ratio 9.00
spheroid sums: largest deviation 2.7e-09 of 4 pi/V
shape: L_zz, F_z site 1, F_z site 2 (Ry/bohr), energy/cell (Ry)
  tin-foil: 0.000000 0.0050552 0.0064608 -0.0015783
  sphere: 0.333333 -0.0014897 -0.0000842 0.0001889
  oblate 2:1: 0.527200 -0.0052963 -0.0038907 0.0011024
  slab: 1.000000 -0.0145797 -0.0131741 0.0033305
1 Ry/bohr per e = 257.110 V/nm
F_z/e site 1, tin-foil: 1.2998 V/nm
F_z/e site 1, slab: -3.7486 V/nm
antiparallel d1, -d1: F_z site 1 (Ry/bohr)
  tin-foil, sphere, oblate: -0.0042168 -0.0042168 -0.0042168
polarizability volume per site = 20.0 bohr^3
4 pi P_z/E_applied: sphere, oblate = 0.76143 0.66349
density: eps_xx, eps_zz, Clausius-Mossotti
  1.0: 2.08711 2.02042 2.06394
  0.8: 1.80764 1.77024 1.79478
```
